# Strain Relaxation and the Choice Between Tetragonal and Rhombohedral Ferroelectric Phases

A model cubic crystal with a polar instability is held in its cubic cell, with both shape and volume fixed. Its lowest energy is then $-8.44$ meV per cell, with the polar displacement along $[111]$; along $[100]$ the well is shallower, $-7.50$ meV. When the cell is allowed to relax, the order reverses: $-9.93$ meV along $[111]$ and $-11.32$ meV along $[100]$. The strains involved are at most about one percent. What has to be explained is how so small a deformation changes the symmetry of the ground state, and which combination of material constants decides the matter.

## The energy and its conventions

Let $\mathbf u=(u_x,u_y,u_z)$ be the amplitude of a uniform polar soft mode, in Å, at zero macroscopic electric field. Let $\eta_1,\dots,\eta_6$ be the homogeneous strain in Voigt notation, so that $\eta_1=\eta_{xx}$ and $\eta_4=2\eta_{yz}$. Write $u^2=u_x^2+u_y^2+u_z^2$ and

$$P=u_x^2u_y^2+u_y^2u_z^2+u_z^2u_x^2 .$$

The energy per cell, measured from the stress-free cubic crystal, is

$$E=\kappa u^2+\alpha u^4+\gamma P+E_{\rm el}+E_{\rm int},$$

$$E_{\rm el}=\tfrac12B_{11}(\eta_1^2+\eta_2^2+\eta_3^2)+B_{12}(\eta_1\eta_2+\eta_2\eta_3+\eta_3\eta_1)+\tfrac12B_{44}(\eta_4^2+\eta_5^2+\eta_6^2),$$

$$E_{\rm int}=\tfrac12\sum_{i=1}^3\eta_i\left[B_{1xx}u_i^2+B_{1yy}(u^2-u_i^2)\right]+B_{4yz}(\eta_4u_yu_z+\eta_5u_zu_x+\eta_6u_xu_y).$$

Here $u_1,u_2,u_3$ mean $u_x,u_y,u_z$. The elastic constants $B_{ij}$ are energies: elastic moduli times the cell volume. No term linear in strain alone appears, because the reference is stress-free. The reference is taken to have the full cubic point group $m\bar3m$; the groups $\bar43m$ and $m\bar3$ allow further terms. Inversion reverses $\mathbf u$ but not $\eta$, so terms odd in $\mathbf u$ are absent. This symmetry leaves two quartic, three elastic and three coupling constants, which a count of invariants over the 48 cubic operations confirms.

In a first-principles calculation these constants are obtained as derivatives of the energy at the cubic reference. For example, $\partial^2E/\partial u_x^2=2\kappa$ and $\partial^3E/\partial\eta_1\partial u_x^2=B_{1xx}$. The mixed derivative $\partial^2E/\partial u_x\partial\eta_1=B_{1xx}u_x$ vanishes in the cubic crystal and appears once the mode has condensed. The same coupling therefore supplies a piezoelectric response in the polar phase. The couplings depend on how $\mathbf u$ is defined in a strained cell: replacing $\mathbf u$ by $(1+\eta)\mathbf u$ adds $4\kappa$ to $B_{1xx}$ and $2\kappa$ to $B_{4yz}$, so all constants must be computed in one stated convention.

Other internal coordinates are taken as frozen, or as already absorbed into the constants. Thermal and quantum fluctuations are left out. It is convenient to define

$$B=B_{11}+2B_{12},\qquad \mu_t=\tfrac12(B_{11}-B_{12}),\qquad \mu_r=B_{44},$$

$$C=B_{1xx}+2B_{1yy},\qquad \nu_t=\tfrac12(B_{1xx}-B_{1yy}),\qquad \nu_r=B_{4yz}.$$

In this convention $B$ is three times the bulk modulus times the cell volume. Elastic stability of the cubic crystal means $B,\mu_t,\mu_r>0$. At zero stress, $\eta$ minimizes $E$ at each fixed $\mathbf u$. The result to be derived is

$$E_{\min}(\mathbf u)=\kappa u^2+\alpha'u^4+\gamma'P,$$

$$\boxed{\alpha'=\alpha-\frac1{24}\left(\frac{C^2}{B}+\frac{4\nu_t^2}{\mu_t}\right),\qquad
\gamma'=\gamma+\frac12\left(\frac{\nu_t^2}{\mu_t}-\frac{\nu_r^2}{\mu_r}\right)}$$

These are the quartic coefficients renormalized by strain. For $\kappa<0$ and a quartic form that is positive in every direction, the ground state is tetragonal if $\gamma'>0$ and rhombohedral if $\gamma'<0$.

## First derivation: relax every strain, then compare depths

**The normal strains.** Collect $\eta_1,\eta_2,\eta_3$ in a vector $\boldsymbol\eta$. Their part of the energy is $\tfrac12\boldsymbol\eta^TM\boldsymbol\eta+\mathbf f\cdot\boldsymbol\eta$, where $M$ has $B_{11}$ on the diagonal and $B_{12}$ elsewhere, and

$$f_i=\tfrac12\left[B_{1xx}u_i^2+B_{1yy}(u^2-u_i^2)\right]=\nu_tu_i^2+\tfrac12B_{1yy}u^2 .$$

Acting on $(1,1,1)$, $M$ gives the eigenvalue $B_{11}+2B_{12}=B$. Acting on a vector whose components sum to zero, it gives $B_{11}-B_{12}=2\mu_t$. Split $\mathbf f$ accordingly. Its mean is

$$\bar f=\frac13\cdot\frac12\left[B_{1xx}u^2+B_{1yy}(3u^2-u^2)\right]=\frac{Cu^2}{6},$$

and the deviation from the mean is

$$d_i=f_i-\bar f=\nu_t\left(u_i^2-\frac{u^2}{3}\right),\qquad \sum_id_i=0 .$$

Stationarity, $M\boldsymbol\eta=-\mathbf f$, is solved by dividing each part by its eigenvalue:

$$\eta_i=-\frac{Cu^2}{6B}-\frac{\nu_t}{2\mu_t}\left(u_i^2-\frac{u^2}{3}\right).$$

Since $M$ is positive definite, this is the minimum. Inserting $M\boldsymbol\eta=-\mathbf f$ into the energy gives $-\tfrac12\boldsymbol\eta\cdot\mathbf f+\mathbf f\cdot\boldsymbol\eta=\tfrac12\mathbf f\cdot\boldsymbol\eta$. The uniform and deviatoric parts are orthogonal, so

$$\tfrac12\mathbf f\cdot\boldsymbol\eta=-\frac{3\bar f^2}{2B}-\frac{1}{4\mu_t}\sum_id_i^2 .$$

The first term is $-C^2u^4/(24B)$. For the second, expand the square:

$$\sum_id_i^2=\nu_t^2\left(\sum_iu_i^4-\frac{2u^4}{3}+\frac{u^4}{3}\right)=\nu_t^2\left(\sum_iu_i^4-\frac{u^4}{3}\right).$$

Squaring $u^2$ gives $u^4=\sum_iu_i^4+2P$, hence $\sum_id_i^2=\nu_t^2\left(\tfrac23u^4-2P\right)$. The deviatoric strain therefore contributes

$$-\frac{\nu_t^2}{6\mu_t}u^4+\frac{\nu_t^2}{2\mu_t}P .$$

**The shear strains.** These separate. For $\eta_4$ the terms are $\tfrac12\mu_r\eta_4^2+\nu_r\eta_4u_yu_z$, minimized by $\eta_4=-\nu_ru_yu_z/\mu_r$ with energy $-\nu_r^2u_y^2u_z^2/(2\mu_r)$. The other two follow by permuting the axes, and the sum is $-\nu_r^2P/(2\mu_r)$.

Collecting the coefficients of $u^4$ and $P$ gives the boxed formulas. The coefficient $\kappa$ is unchanged, because the induced strain is of order $u^2$ and its energy of order $u^4$.

**What each strain does.** At fixed $u$, volume relaxation lowers the energy by the same amount in every direction: it reduces $\alpha$ and leaves $\gamma$ alone. The tetragonal driving force $d_i$ vanishes along $[111]$, where $u_i^2=u^2/3$, so this strain lowers $[100]$ relative to $[111]$ and raises $\gamma$. Shear is driven by products such as $u_yu_z$, which vanish along $[100]$. It favours $[111]$ and lowers $\gamma$. The signs of $\nu_t$ and $\nu_r$ do not matter for the energy, since they enter squared; they fix the sense of the distortion.

**The depth of each well.** Fix a direction and let $p=P/u^4$. Since $P\ge0$, $p\ge0$, with equality when at most one component is nonzero. Also

$$\sum_i\left(u_i^2-\frac{u^2}{3}\right)^2=\frac23u^4-2P\ge0,$$

so $p\le\tfrac13$, with equality when the three squares are equal. With $q=\alpha'+\gamma'p$, the energy along the ray is $\kappa u^2+qu^4$. Because $q$ is linear in $p$, it is positive in every direction if and only if it is positive at both ends:

$$\alpha'>0,\qquad \alpha'+\frac{\gamma'}{3}>0 .$$

Differentiating with respect to $u^2$ gives $\kappa+2qu^2=0$, hence

$$u^2=-\frac{\kappa}{2q},\qquad E=-\frac{\kappa^2}{2q}+\frac{\kappa^2}{4q}=-\frac{\kappa^2}{4q}.$$

The deepest well has the smallest $q$. For $\gamma'>0$ this is at $p=0$, the tetragonal axes; for $\gamma'<0$ it is at $p=\tfrac13$, the rhombohedral axes. At $\gamma'=0$ all directions are degenerate at this order.

**The reversal in numbers.** The example uses round parameters that describe no particular material: $\kappa=-0.6$ eV/Å$^2$, $\alpha=12$ and $\gamma=-4$ eV/Å$^4$, $B=210$, $\mu_t=37.5$ and $\mu_r=50$ eV, and $C=-80$, $\nu_t=-25$ and $\nu_r=-10$ eV/Å$^2$. Then, in eV/Å$^4$,

$$\alpha'=12-\frac1{24}\left(\frac{6400}{210}+\frac{4\times625}{37.5}\right)=7.952,$$

$$\gamma'=-4+\frac12\left(\frac{625}{37.5}-\frac{100}{50}\right)=-4+8.333-1=3.333 .$$

Tetragonal strain alone would bring $\gamma$ to $4.333$, and shear alone to $-5$. The first effect dominates and changes the sign. The $[100]$ depth is $0.36/(4\times7.952)$ eV $=11.32$ meV. Along $[111]$, $q=7.952+3.333/3=9.063$ eV/Å$^4$ and the depth is $9.93$ meV. These are the relaxed energies quoted at the start.

Strain can compete because its energy, though quadratic in a small quantity, is of order $u^4$. That is the same order as the anisotropy that chooses the direction. Whether strain reverses the choice depends on the size of the constants in $\gamma'$.

## Second derivation: two directions and the stationary points

The coefficients can also be found without the strain for a general $\mathbf u$. The strain equations are linear in $\eta$, with sources quadratic in $\mathbf u$. Their unique solution is quadratic in $\mathbf u$, and the relaxed energy is $\kappa u^2$ plus a homogeneous quartic polynomial. Rotating $\mathbf u$ by a cubic operation rotates the relaxed strain with it and leaves the energy unchanged, so the polynomial is a cubic invariant. Reflections allow even powers of each component, and permutations make their coefficients equal. What remains is a combination of $\sum_iu_i^4$ and $P$, or equivalently of $u^4$ and $P$. Two directions therefore determine both coefficients.

**Along $[100]$.** The unique minimizing strain must share the fourfold symmetry about $\mathbf u$. The shears vanish and $\eta_2=\eta_3$. Put $\eta_1=a+2t$ and $\eta_2=\eta_3=a-t$. Then

$$\eta_1^2+\eta_2^2+\eta_3^2=3a^2+6t^2,\qquad \eta_1\eta_2+\eta_2\eta_3+\eta_3\eta_1=3a^2-3t^2,$$

and the elastic energy is

$$\tfrac32(B_{11}+2B_{12})a^2+3(B_{11}-B_{12})t^2=\tfrac32Ba^2+6\mu_tt^2 .$$

The coupling is

$$\tfrac12u^2\left[B_{1xx}(a+2t)+2B_{1yy}(a-t)\right]=\tfrac12Cu^2a+2\nu_tu^2t .$$

For positive $k$, the minimum of $\tfrac12kx^2+gx$ is $-g^2/(2k)$, at $x=-g/k$. With $k=3B$ for $a$ and $k=12\mu_t$ for $t$,

$$a=-\frac{Cu^2}{6B},\quad t=-\frac{\nu_tu^2}{6\mu_t},\qquad
\alpha'=\alpha-\frac{C^2}{24B}-\frac{\nu_t^2}{6\mu_t}.$$

**Along $[111]$.** Threefold symmetry about $\mathbf u$ gives $\eta_1=\eta_2=\eta_3=a$ and $\eta_4=\eta_5=\eta_6=s$. Each $u_i^2$ and each product $u_iu_j$ equals $u^2/3$. The strain-dependent energy is

$$\tfrac32Ba^2+\tfrac12Cu^2a+\tfrac32\mu_rs^2+\nu_ru^2s .$$

The minimum has the same $a$ as before and $s=-\nu_ru^2/(3\mu_r)$. Since $P=u^4/3$,

$$\alpha'+\frac{\gamma'}3=\alpha+\frac\gamma3-\frac{C^2}{24B}-\frac{\nu_r^2}{6\mu_r}.$$

Subtracting the expression for $\alpha'$ cancels the volume term, and multiplying by three gives

$$\gamma'=\gamma+\frac12\left(\frac{\nu_t^2}{\mu_t}-\frac{\nu_r^2}{\mu_r}\right),$$

as before.

**The stationary points.** Instead of comparing depths, one can ask where the relaxed energy is stationary and which of those points are stable. From $\partial P/\partial u_i=2u_i(u^2-u_i^2)$,

$$\frac{\partial E_{\min}}{\partial u_i}=u_iG_i,\qquad G_i=2\kappa+4\alpha'u^2+2\gamma'(u^2-u_i^2).$$

If two components are nonzero, both their $G$'s vanish, and subtracting them gives $\gamma'(u_i^2-u_j^2)=0$. For $\gamma'\ne0$ all nonzero components then have equal magnitude. Apart from $\mathbf u=0$, which is unstable for $\kappa<0$, the candidates are the $[100]$, $[110]$ and $[111]$ families.

Differentiating once more,

$$H_{ij}=(G_i-4\gamma'u_i^2)\delta_{ij}+(8\alpha'+4\gamma')u_iu_j .$$

For a displacement $\mathbf v$ perpendicular to $\mathbf u$ the last term drops out, leaving $(H\mathbf v)_i=(G_i-4\gamma'u_i^2)v_i$. The three cases are:

- For $[100]$, $G_x=0$ means $2\kappa+4\alpha'u^2=0$. Then $G_y=G_z=2\gamma'u^2$, and both transverse curvatures equal $2\gamma'u^2$.
- For $[111]$, every $G_i=0$ and $u_i^2=u^2/3$. Both transverse curvatures equal $-\tfrac43\gamma'u^2$.
- For $[110]$, the in-plane curvature is $-2\gamma'u^2$. From $G_x=0$, $2\kappa+4\alpha'u^2=-\gamma'u^2$, so the out-of-plane curvature is $G_z=\gamma'u^2$.

The longitudinal curvature is $2\kappa+12qu^2=-4\kappa$ in all three, which is positive. When the quartic form is positive, the energy rises to $+\infty$ at large $u$, so a global minimum exists and must be a stable stationary point. For $\gamma'>0$ that leaves $[100]$; for $\gamma'<0$ it leaves $[111]$. The two $[110]$ curvatures have opposite signs, so in this quartic model the orthorhombic point is a saddle for either sign of $\gamma'$.

In the example, $u=0.194$ Å along $[100]$, and the transverse curvature is $2\times3.333\times0.194^2\approx0.25$ eV/Å$^2$, against a longitudinal $2.4$ eV/Å$^2$. Turning the polarization is much softer than changing its length. These are curvatures with the strain following $\mathbf u$, not force constants at fixed cell.

## The distortion, and a crystal on the other side

For the tetragonal state, $u^2=0.6/(2\times7.952)=0.0377$ Å$^2$. This gives $a=80u^2/1260=0.24\%$ and $t=25u^2/225=0.42\%$. Hence $\eta_1=a+2t=1.08\%$ and $\eta_2=\eta_3=a-t=-0.18\%$. The cell lengthens along the polarization and contracts slightly across it, with $c/a=(1+\eta_1)/(1+\eta_2)=1.0126$; the last digit depends on the strain measure.

Now strengthen the shear coupling and keep everything else. The boundary $\gamma'=0$ lies at

$$|\nu_r|=\sqrt{\mu_r\left(2\gamma+\frac{\nu_t^2}{\mu_t}\right)}=\sqrt{50\,(-8+16.67)}=20.8\ \text{eV/Å}^2 .$$

At $\nu_r=-25$ eV/Å$^2$, $\gamma'=-4+8.333-6.25=-1.917$ eV/Å$^4$. The $[100]$ depth stays at $11.32$ meV, since shear does not couple to that direction, while the $[111]$ depth grows to $12.31$ meV. The ground state is rhombohedral, with $\eta_4=0.68\%$ and a cell angle of $89.61^\circ$. Minimization over all nine variables from random starting points finds the predicted phase for both crystals and on either side of the boundary; the numerical output lists the wells and curvatures.

## What each derivation assumes

Both routes assume the same truncated energy, zero stress and positive elastic moduli. The last condition is needed in full even on the two special rays: $\mu_r$ does not enter the $[100]$ energy, but a negative $\mu_r$ would make the shear-free strain there unstable.

The truncation is consistent because $\eta$ is of order $u^2$. Omitted terms such as $\eta^3$, $\eta^2u^2$ and $\eta u^4$ are then of order $u^6$. The strain shift they cause is of order $u^4$, and since the energy is stationary in strain, that shift costs energy of order $u^8$. With $300\sum_{i\le3}\eta_i^3+100\,u^2\sum_{i\le3}\eta_i^2+50\,u^4\sum_{i\le3}\eta_i$ (eV and Å) added to the first crystal and $\mathbf u$ along $(1,0.5,0.3)$, halving $u$ from $0.04$ to $0.02$ Å reduces the energy error by a factor of $63.7$, close to $2^6=64$. This confirms the order of the error at small $u$; it does not show that the error is small at the well amplitude of about $0.19$ Å, which depends on the size of the omitted coefficients. The same terms move the $[100]$ and $[111]$ wells to $-10.38$ and $-9.59$ meV: the order survives, but the gap shrinks from $1.39$ to about $0.8$ meV. Near $\gamma'=0$ sixth-order terms can decide the phase, and the exclusion of an orthorhombic minimum no longer follows. How near depends on their size: a term $150\,u_x^2u_y^2u_z^2$ (eV and Å) makes $[110]$ the lowest state of the second crystal, where $\gamma'=-1.92$ eV/Å$^4$. The position of the boundary is uncertain at the same order: replacing $\mathbf u$ by $(1+\eta)\mathbf u$ and truncating again moves $\gamma'$ of the first crystal from $3.33$ to $3.90$ eV/Å$^4$ and the critical $|\nu_r|$ from $20.8$ to $21.5$ eV/Å$^2$.

Positivity of the quartic form must be checked after relaxation. With $\alpha=3$ eV/Å$^4$ and the first crystal's other constants, the clamped form is positive, since $3-4/3>0$. Relaxation gives $\alpha'=-1.05$ eV/Å$^4$, and the energy falls without limit along $[100]$. The criterion then says nothing, and higher-order terms are required.

The first derivation uses cubic symmetry in the starting energy but does not presuppose the form of the answer. It gives the strain for every $\mathbf u$. It also adapts to partial constraints: one minimizes over the strains that remain free. If all are held at zero, $\gamma'$ returns to $\gamma$, which is why the clamped crystal of the example is rhombohedral.

The second derivation relies on the relaxed energy being itself a cubic invariant. A constraint that singles out an axis, such as fixing the strain in one plane, breaks this, and two directions no longer suffice. Where the symmetry holds, it needs less information: the relaxed quartic coefficients along $[100]$ and $[111]$ fix $\alpha'$ and $\gamma'$.

The two selection arguments differ as well. Comparing depths identifies the global minimum directly and includes the degenerate case $\gamma'=0$. The stationary-point argument needs $\gamma'\ne0$ and a separate reason for a minimum to exist, but it also shows that the losing phase is unstable against rotation of the polarization. In this model, at zero stress and with the strain following $\mathbf u$, it is not a metastable state. With the cell frozen at its own relaxed strain it can be locally stable: the $[111]$ state of the first crystal then has a transverse curvature of $+0.24$ eV/Å$^2$ instead of $-0.15$ eV/Å$^2$.

## Values computed for the example and the checks

```
kappa = -0.6 eV/A^2
alpha = 12.0 eV/A^4
gamma = -4.0 eV/A^4
B11 = 120.0 eV
B12 = 45.0 eV
B44 = 50.0 eV
B1xx = -60.0 eV/A^2
B1yy = -10.0 eV/A^2
B4yz = -10.0 eV/A^2
B = 210.0 eV, mu_t = 37.5 eV, mu_r = 50.0 eV
C = -80.0, nu_t = -25.0, nu_r = -10.0 eV/A^2
invariants quartic, elastic, coupling: 2 3 3
crystal 1: alpha' = 7.9524, gamma' = 3.3333 eV/A^4
crystal 1: alpha'+gamma'/3 = 9.0635 eV/A^4
gamma, volume strain only = -4.0000 eV/A^4
gamma, tetragonal strain only = 4.3333 eV/A^4
gamma, shear strain only = -5.0000 eV/A^4
clamped [100]: u = 0.1581 A, E = -7.500 meV
clamped [110]: u = 0.1651 A, E = -8.182 meV
clamped [111]: u = 0.1677 A, E = -8.438 meV
relaxed 1 [100]: u = 0.1942 A, E = -11.317 meV
  curvatures: 0.2515 0.2515 2.4000 eV/A^2
relaxed 1 [110]: u = 0.1848 A, E = -10.244 meV
  curvatures: -0.2276 0.1138 2.4000 eV/A^2
relaxed 1 [111]: u = 0.1819 A, E = -9.930 meV
  curvatures: -0.1471 -0.1471 2.4000 eV/A^2
crystal 2: nu_r = -25.0 eV/A^2, other inputs unchanged
crystal 2: alpha' = 7.9524, gamma' = -1.9167 eV/A^4
crystal 2: alpha'+gamma'/3 = 7.3135 eV/A^4
relaxed 2 [100]: u = 0.1942 A, E = -11.317 meV
  curvatures: -0.1446 -0.1446 2.4000 eV/A^2
relaxed 2 [110]: u = 0.2004 A, E = -12.043 meV
  curvatures: -0.0769 0.1539 2.4000 eV/A^2
relaxed 2 [111]: u = 0.2025 A, E = -12.306 meV
  curvatures: 0.1048 0.1048 2.4000 eV/A^2
crystal 1 [100]: eta1 = 1.0778 %, eta2 = eta3 = -0.1796 %
crystal 1 [100]: c/a = 1.01260
crystal 2 [111]: eta1 = 0.2604 %, eta4 = 0.6837 %
crystal 2 [111]: cell angle = 89.6083 degrees (linear in strain)
critical |nu_r| for gamma' = 0: 20.8167 eV/A^2
truncation error ratio on halving u = 63.682
unbounded case: alpha = 3.0, alpha' = -1.0476 eV/A^4
```
